Conductance peak of interface traps under Gaussian surface-potential fluctuations

A metal-oxide-semiconductor capacitor on n-type material is biased into depletion, and a small alternating voltage is added to the gate. Electrons at the semiconductor surface are captured by interface traps and emitted again, with a delay. The delay dissipates energy and appears as a parallel conductance G. Plotted against frequency, G/ω has a peak whose height measures the trap density and whose position measures the capture time. Fixed charges in the oxide are not spread evenly, however, so the surface potential varies from place to place. Since the surface electron density depends exponentially on this potential, a few tens of millivolts spread the capture times over a wide range. How does that change the peak and its two flanks?

**Model and conventions**

The traps exchange electrons with the conduction band alone. Their density D, per area and per energy, and their capture coefficient c are constant over the energies that respond. In SI units D is in m⁻² J⁻¹, so q²D is a capacitance per area; q is the positive elementary charge. Time dependence is exp(jωt).

The surface consists of patches, each with a uniform potential ψ. Across the patches ψ is Gaussian with mean ψ̄ and standard deviation s. Define

v = q(ψ − ψ̄)/(kT),  σ = qs/(kT),

P(v) = exp(−v²/2σ²)/(σ√(2π)).

Electrons gather where ψ is high, so in Boltzmann statistics n = n̄ exp(v), where n̄ is the surface density at ψ = ψ̄. The capture time is

τ = 1/(cn) = τ̄ exp(−v),  τ̄ = 1/(c n̄).

Half the patches have v > 0, so τ̄ is the median capture time. Let x = ωτ̄. All patches are first assumed to have the same alternating band bending δψ; this assumption is examined below.

The occupation f of a trap level obeys

df/dt = cn(1 − f) − e_n f.

In equilibrium the two terms balance, which fixes the emission rate: e_n = cn₀(1 − f₀)/f₀. A small change δψ changes n by δn = n₀ qδψ/(kT), while e_n stays fixed because the level moves with the band edge. To first order,

dδf/dt = c δn(1 − f₀) − (cn₀ + e_n)δf.

Since cn₀ + e_n = cn₀/f₀ = 1/(τf₀), this becomes

dδf/dt = (1 − f₀)(qδψ/kT)/τ − δf/(τf₀).  (1)

Both derivations start from equation (1).

**First derivation: add the patches at one frequency**

For a sinusoidal δψ, d/dt becomes jω. Multiplying (1) by τf₀ and solving gives

δf = f₀(1 − f₀)(qδψ/kT)/(1 + jωτf₀).

The traps gain an electron charge −qδf per state, which the gate must balance with +qδf. The trap admittance per area is therefore Y = jωq∫D δf dE/δψ, or

Y = jωq²D ∫ [f₀(1 − f₀)/kT]/(1 + jωτf₀) dE.

The Fermi function satisfies df₀ = −f₀(1 − f₀)dE/kT. As E rises, f₀ falls from 1 to 0; the minus sign reverses the limits, so

Y = jωq²D ∫₀¹ df/(1 + jωτf) = (q²D/τ) ln(1 + jωτ).

The real part of the logarithm is ½ln(1 + ω²τ²). For one patch,

G/ω = q²D h(ωτ),  h(y) = ln(1 + y²)/(2y).  (2)

In a patch at v the trap levels are shifted relative to the Fermi level. With constant D the shift merely relabels the energy integral, so v enters through τ alone. Parallel admittances add in proportion to area, giving the broadened integral

G/ω = q²D g(x),

g(x) = ∫ dv P(v) ln(1 + x²e^(−2v))/(2x e^(−v)).  (3)

The integral runs over all v.

*Slow limit.* Put y = x e^(−v). For y > 0,

y² − y⁴/2 < ln(1 + y²) < y².

Dividing by 2y gives 0 < y/2 − h(y) < y³/4. The averages follow by completing the square in the Gaussian exponent, which gives ⟨e^(av)⟩ = e^(a²σ²/2). Hence

0 < (x/2)e^(σ²/2) − g(x) < (x³/4)e^(9σ²/2),

and at fixed σ

G/ω → q²D (ωτ̄/2) e^(σ²/2) as ω → 0.  (4)

The conductance G itself rises as ω², as for a uniform surface, but is larger by e^(σ²/2). The averaged quantity is proportional to e^(−v), and

e^(−v)P(v) = e^(σ²/2) exp[−(v + σ²)²/2σ²]/(σ√(2π)).

The contributing patches are thus centred at v = −σ². They have few electrons and long capture times, and so lag most at low frequency.

The error bound divided by the limit is x²e^(4σ²)/2. It is therefore sufficient that x be well below e^(−2σ²).

*Fast limit.* Split the logarithm without approximation:

ln(1 + y²) = 2 ln y + ln(1 + y^(−2)).

Then h(y) = (ln y)/y + ln(1 + y^(−2))/(2y). The last term lies between 0 and 1/(2y³). With ln y = ln x − v, the first term has the average

(1/x)⟨(ln x − v)e^v⟩.

Differentiating ⟨e^(av)⟩ with respect to a at a = 1 gives ⟨v e^v⟩ = σ²e^(σ²/2). Hence

0 < g(x) − e^(σ²/2)(ln x − σ²)/x < e^(9σ²/2)/(2x³),

and at fixed σ

G/ω → q²D e^(σ²/2)[ln(ωτ̄) − σ²]/(ωτ̄) as ω → ∞.  (5)

Multiplied by ω, this says that G grows logarithmically. In the energy integral, levels with f well above 1/y each contribute nearly 1/(yf), while levels with f well below 1/y add little. The integral ∫df/f from about 1/y to 1 is ln y. The contributing levels reach about kT ln y above the Fermi level. Formula (5) fails once the band edge is reached, because no further levels exist to extend the logarithm.

The contributing patches now have the weight (ln x − v)e^v P(v). The factor e^v moves the Gaussian centre to +σ². With ⟨v²⟩ = σ⁴ + σ² in the shifted Gaussian, the weighted mean is

(σ² ln x − σ⁴ − σ²)/(ln x − σ²) = σ² − σ²/(ln x − σ²).

Electron-rich patches with short capture times carry the fast flank.

**Second derivation: a spectrum of relaxation times**

Now let δψ be a sudden step at t = 0. Equation (1) with a constant drive and δf(0) = 0 has the solution

δf(t) = f₀(1 − f₀)(qδψ/kT)[1 − exp(−t/θ)],  θ = τf₀.

Each level in each patch therefore relaxes exponentially, with its own time θ. Its equilibrium weight f₀(1 − f₀)dE/kT equals df in magnitude, so f is uniformly distributed between 0 and 1. The whole interface is a collection of relaxations with

θ = τ̄ f e^(−v),

where f is uniform, v is Gaussian, and the two are independent because D is constant.

The step response 1 − exp(−t/θ) corresponds to the frequency response 1/(1 + jωθ), whose negative imaginary part is the loss ωθ/(1 + ω²θ²). Thus

G/ω = q²D ⟨ωθ/(1 + ω²θ²)⟩.  (6)

The average is over f and v. A product of independent factors suits the Mellin transform

M(p) = ∫₀^∞ x^(p−1) g(x) dx.

Write θ = τ̄r, with r = f e^(−v), and substitute y = xr. For real p the integrand is positive, so the order of integration may be exchanged:

M(p) = ⟨r^(−p)⟩ ∫₀^∞ y^p/(1 + y²) dy.

Here ⟨r^(−p)⟩ = ⟨f^(−p)⟩⟨e^(pv)⟩ = e^(p²σ²/2)/(1 − p) for p < 1. In the other factor put t = y², which gives ½∫t^(b−1)/(1 + t)dt with b = (p + 1)/2. Call the integral over t I. A contour around the cut on the positive t axis encloses the pole at t = −1, so for 0 < b < 1

(1 − e^(2πi(b−1)))I = 2πi e^(πi(b−1)),  I = π/sin(πb).

Since sin[π(p + 1)/2] = cos(πp/2),

M(p) = e^(p²σ²/2) π/[2(1 − p)cos(πp/2)],  −1 < p < 1.  (7)

To recover (3), carry out the f average in (6) at fixed v. With y = x e^(−v),

∫₀¹ yf/(1 + y²f²) df = ln(1 + y²)/(2y) = h(y).

Averaging over v restores the broadened integral. The limits can instead be read from (7) without the logarithm. Inverting the transform gives

g(x) = (1/2πi)∫ x^(−p) M(p) dp

along the imaginary axis. The integrand decays at large imaginary p, so the line can be shifted sideways.

For small x, move it to Re p = −2. It crosses the pole at p = −1, where cos(πp/2) ≈ (π/2)(p + 1) and 1 − p = 2. There M(p) ≈ e^(σ²/2)/[2(p + 1)], and the residue is (x/2)e^(σ²/2), which is (4).

On the new line |1 − p| ≥ 3 and |cos(πp/2)| = cosh(πu/2), with u = Im p. Since the integral of 1/cosh(πu/2) over all u is 2, the remainder is at most x²e^(2σ²)/6 in magnitude.

For large x, move the line to Re p = 2. With ε = 1 − p, cos(πp/2) = sin(πε/2) = (π/2)ε[1 + O(ε²)], so the pole at p = 1 is double:

M(p) ≈ e^(p²σ²/2)/(1 − p)².

Its residue is the derivative of x^(−p)e^(p²σ²/2) at p = 1, namely (−ln x + σ²)e^(σ²/2)/x. Moving the line to the right contributes minus the residue, which gives (5). On this line |1 − p| ≥ 1, and the remainder is at most e^(2σ²)/(2x²).

The double pole explains the logarithm. One factor 1/(1 − p) comes from the single-relaxation loss, which falls as 1/(ωθ); the other comes from levels with very small f, which relax very quickly.

**Lower, broader, but equal in area**

With s_x = ln x, the average in (3) becomes a convolution of h with a Gaussian. An average of h cannot exceed its maximum, and is strictly below it when σ > 0. A Gaussian of larger width is a narrower Gaussian convolved with another, so the same argument shows that the peak falls steadily as σ grows.

There is a single peak. Write h(e^u) = exp[ℓ(u)] and L = ln(1 + e^(2u)), so that ℓ = ln L − u − ln 2. With w = e^(2u), differentiation gives L′ = 2w/(1 + w) and L″ = 4w/(1 + w)², hence

ℓ″ = 4w(L − w)/[(1 + w)²L²] < 0,

because ln(1 + w) < w. The derivative of ln g with respect to s_x is the mean of ℓ′(u), taken with weight e^(ℓ(u))P(s_x − u). Differentiating again gives the covariance of ℓ′(u) and u, divided by σ². It is negative because ℓ′ decreases with u. So ln g is concave, and g cannot have two peaks.

At p = 0, (7) gives the area

∫ (G/ω) d ln ω = (π/2)q²D,  (8)

independent of σ. Treating g/(π/2) as a distribution in ln x, its cumulants follow from

ln[M(p)/M(0)] = p²σ²/2 − ln(1 − p) − ln cos(πp/2).

The first derivative at p = 0 is 1, and the second is 1 + π²/4 + σ². The centroid therefore stays at ln x = 1, while the variance grows by σ². This is the broadening, expressed without reference to the half-height width.

**What each derivation assumes**

Both need linear response, constant D and c, capture of majority electrons, and a common δψ. Constant D appears in different places: in the first derivation it removes the shift of the levels, while in the second it makes f and v independent. If D varied over the levels that respond, neither derivation would hold as written. The flanks are the most sensitive, because they sample levels displaced by about σ²kT and, on the fast side, by up to kT ln y more. In the worked case below, D ∝ exp(E/20kT) changes the peak by only 0.6%, but lowers the value at 10 Hz by 15% and raises the value at 10 MHz by 22%.

They treat the Gaussian differently. The first needs the averages of e^(±v) for the limits and of e^(±3v) for the error bounds. The second needs ⟨e^(pv)⟩ to be analytic out to Re p = ±2. A potential distribution with slow exponential tails could violate either requirement and change the flanks, though (2) would still hold in each patch.

The error estimates also differ. On the slow side the first has relative error below x²e^(4σ²)/2, the second below x e^(3σ²/2)/3, both relative to the limit. The first is tighter for x below (2/3)e^(−5σ²/2); above that the second is. Neither makes (4) or (5) valid near the peak.

The common δψ can be relaxed by giving each patch its own oxide capacitance C_ox in series. Let a = jωC_ox, and let Y now include the depletion capacitance. The measured admittance is

Y_m = ⟨aY/(a + Y)⟩ = a − a²R,  R = ⟨1/(a + Y)⟩.

Removing the oxide capacitance in the usual way gives

Y_ex = aY_m/(a − Y_m) = 1/R − a.

Let Ȳ be the mean and δY = Y − Ȳ. Expanding R to second order in δY,

Y_ex ≈ Ȳ − ⟨δY²⟩/(a + Ȳ).  (9)

The simple average requires the spread of Y to be small compared with |a + Ȳ|. The conductance is only a small real part of Y, however, and on the flanks its relative error can be several times that ratio: in the worked case below the ratio is about 0.4% at 10 Hz and at 10 MHz, while G changes by about +1.1% and −1.1%. This network still treats patches as independent; patches too small for that need a lateral electrostatic calculation.

**A worked case**

Take round model parameters: T = 300 K, D = 10¹⁵ m⁻² eV⁻¹, s = 40 mV and τ̄ = 10 µs. Then kT/q = 25.852 mV, and

σ = 40/25.852 = 1.547,  σ² = 2.394,  e^(σ²/2) = 3.310.

The capacitance scale is q²D = 160.22 µF/m².

For a uniform surface the maximum of h is 0.4024 at x = 1.980. With fluctuations it is 0.2730 at x = 2.349. The peaks of G/ω are

uniform: 160.22 × 0.4024 = 64.47 µF/m²,

broadened: 160.22 × 0.2730 = 43.74 µF/m².

The full width at half maximum grows from 1.46 to 2.29 decades. The peak frequency x/(2πτ̄) moves from 31.5 to 37.4 kHz, although the median time is unchanged. The uniform curve is skewed, with its peak below the centroid x = e. Gaussian broadening adds variance but no third cumulant, so the relative skewness falls; the listed peaks move towards e as σ grows.

Applying the uniform factor 0.4024 to the broadened peak gives D = 6.78 × 10¹⁴ m⁻² eV⁻¹, which is 32% below the input. The uniform peak condition gives a capture time of 8.43 µs instead of 10 µs.

At 10 Hz, x = 6.283 × 10⁻⁴, and the slow limit is

160.22 × (6.283 × 10⁻⁴/2) × 3.310 = 0.1666 µF/m².

The full integral gives 0.1663 µF/m². At 10 MHz, x = 628.3 and ln x = 6.443, so the fast limit is

160.22 × 3.310 × (6.443 − 2.394)/628.3 = 3.418 µF/m²,

against 3.425 µF/m² from the full integral. Both limits are within about 0.2%, on the sides required by the bounds. The fast value presumes that the band edge is not reached.

The area rule (8) avoids the peak factor. Between 10 Hz and 10 MHz the area of g over ln x is 1.5431, so

D = 10¹⁵ × 1.5431 × 2/π = 9.82 × 10¹⁴ m⁻² eV⁻¹,

or 1.8% low. The missing tails follow by integrating the two limits over ln x:

slow tail = (x₁/2)e^(σ²/2) = 0.0010,

fast tail = e^(σ²/2)(ln x₂ − σ² + 1)/x₂ = 0.0266,

where x₁ and x₂ are the ends of the window. Adding them restores 1.000 × 10¹⁵ m⁻² eV⁻¹. The tail correction uses σ and τ̄; the area rule itself needs neither if the window is wide enough.

Finally, give each patch an oxide capacitance of 5000 µF/m² and a depletion capacitance with mean 300 µF/m², varying linearly with v about a mean band bending of 0.30 V. At the broadened peak frequency, the extracted conductance differs from the simple average by −0.003%. The change is this small only because it passes through zero near the peak: with the same parameters it is +1.4% at 1 kHz and −0.6% at 100 kHz. Other parameters can give larger changes.

These are model values, not those of a particular device. In silicon at 300 K, this depletion capacitance and band bending would imply a doping near 3 × 10²¹ m⁻³ and, in the patches at v = −σ², about 13 to 16 times more holes than electrons. The slow flank would then require hole exchange as well. The implied n̄ ≈ 3 × 10¹⁶ m⁻³ with τ̄ = 10 µs would also need a capture cross-section of a few 10⁻¹³ cm², far above the values near 10⁻¹⁵ cm² usual in silicon. Electron exchange alone needs holes to be negligible even in the patches at v = −σ². A wider gap achieves this, and so does silicon that is less strongly depleted: for a doping of 10²³ m⁻³ and a bending of 0.25 V, the hole-to-electron ratio there is about 3 × 10⁻⁴, and τ̄ = 10 µs corresponds to a cross-section near 2 × 10⁻¹⁵ cm². The numerical output lists the remaining values.

Computed values

```
temperature: 300 K
thermal voltage kT/q: 25.852 mV
trap density D: 1.000e+15 m^-2 eV^-1
trap density D in SI: 6.2415e+33 m^-2 J^-1
q^2 D: 160.22 uF/m^2
surface-potential spread: 40.0 mV
sigma: 1.5473 (dimensionless)
sigma^2: 2.3940 (dimensionless)
exp(sigma^2/2): 3.3102 (dimensionless)
median capture time: 10.00 us
time-domain C/(q^2 D) at x=2: 0.55357
formula C/(q^2 D) at x=2: 0.55357
time-domain G/(omega q^2 D) at x=2: 0.40236
formula G/(omega q^2 D) at x=2: 0.40236
sigma 0.000: peak g 0.4024, x 1.9803, FWHM 1.457 decades
sigma 0.500: peak g 0.3766, x 2.0751, FWHM 1.583 decades
sigma 1.000: peak g 0.3259, x 2.2219, FWHM 1.879 decades
sigma 1.547: peak g 0.2730, x 2.3489, FWHM 2.288 decades
sigma 2.000: peak g 0.2370, x 2.4259, FWHM 2.661 decades
sigma 3.000: peak g 0.1797, x 2.5349, FWHM 3.545 decades
area over ln x: 1.570796 (dimensionless)
centroid of ln x: 1.000000 (dimensionless)
variance of ln x: 5.8614 (dimensionless)
uniform peak G/omega: 64.47 uF/m^2
broadened peak G/omega: 43.74 uF/m^2
peak height ratio: 0.6784 (dimensionless)
uniform peak frequency: 31.52 kHz
broadened peak frequency: 37.38 kHz
D from uniform peak factor: 6.784e+14 m^-2 eV^-1
tau from uniform peak factor: 8.431 us
low frequency: 10 Hz, x = 6.2832e-04
low, full G/omega: 0.16633 uF/m^2
low, slow limit: 0.16662 uF/m^2
high frequency: 10 MHz, x = 628.32
high, full G/omega: 3.4246 uF/m^2
high, fast limit: 3.4177 uF/m^2
mean v, deep slow limit: -2.3938 (dimensionless)
mean v, fast at x=1.201e+04: 2.0520
area in window: 1.54314 (dimensionless)
slow tail area: 0.00104 (dimensionless)
fast tail area: 0.02660 (dimensionless)
D from window area: 9.8239e+14 m^-2 eV^-1
D from window plus tails: 9.9999e+14 m^-2 eV^-1
oxide capacitance: 5000 uF/m^2
mean depletion capacitance: 300 uF/m^2
mean band bending: 0.30 V
patch-network change of peak G: -0.003 %
```
